\section*{Energy Error versus Energy Variance: Slope, Extrapolation and Its Bias, part 2}

The problem is how well the energies of approximate states extrapolate to zero variance. The example is the linear H$_8$ chain (spacing 1.00~\AA, STO-3G basis) in selected configuration interaction (CI). $H$ is a Hermitian matrix on a finite space, for a molecule the Hamiltonian projected on the determinants of a fixed basis, so the target is full CI. Energies are in eV, variances in eV$^2$.

Let $H|0\rangle=E_0|0\rangle$, $K=H-E_0$ and $|\psi\rangle=\sqrt{1-w}\,|0\rangle+\sqrt{w}\,|\chi\rangle$, with $\chi$ normalized and orthogonal to $|0\rangle$. With $E=\langle H\rangle$, $\delta=E-E_0=w\mu_1$, $\sigma^2=\langle (H-E)^2\rangle$, $\mu_k=\langle\chi|K^k|\chi\rangle$ and $v_\chi=\mu_2-\mu_1^2$,
\begin{equation}
\sigma^2=\delta\,(\bar\omega-\delta),\qquad \bar\omega=\frac{\mu_2}{\mu_1},\qquad R\equiv\frac{\sigma^2}{\delta}=\bar\omega-\delta .
\label{exact}
\end{equation}
Hence $\bar\omega=\mu_1+\frac{v_\chi}{\mu_1}$. For a ground state with $E<E_1$, the lowest other level on which $\psi$ can have weight, Temple's bound is $\delta\le\frac{\sigma^2}{E_1-E}$. For fixed $\chi$,
\begin{equation}
\delta=\frac{\sigma^2}{\bar\omega}+\frac{\sigma^4}{\bar\omega^3}+\frac{2\sigma^6}{\bar\omega^5}+\dots
\label{series}
\end{equation}
with relative correction $\sigma^2/\bar\omega^2\approx\delta/\bar\omega$.

For two states with $\sigma_a^2>\sigma_b^2$, $k=\delta_a/\delta_b>1$ and $R_b=(1+\eta)R_a$, the chord (the line through both points $(\sigma^2,E)$) meets $\sigma^2=0$ at $E_x$:
\begin{equation}
E_x=E_b-g\,(E_a-E_b),\qquad g=\frac{\sigma_b^2}{\sigma_a^2-\sigma_b^2}.
\label{chord}
\end{equation}
\begin{equation}
E_x-E_0=-\frac{\delta_a\delta_b\,(R_b-R_a)}{\sigma_a^2-\sigma_b^2}.
\label{bias}
\end{equation}
\begin{equation}
\frac{E_x-E_0}{\delta_b}=-\frac{k\eta}{k-1-\eta}.
\label{rel}
\end{equation}
\begin{equation}
\frac{\sigma_a^2-\sigma_b^2}{\delta_a-\delta_b}=R_a-\frac{R_b-R_a}{k-1}.
\label{inv}
\end{equation}
A least-squares intercept averages all chord intercepts with weights $(\sigma_j^2-\sigma_i^2)^2$. For fixed $\chi$,
\begin{equation}
E_x-E_0=-\frac{\delta_a\delta_b}{\bar\omega-\delta_a-\delta_b},
\label{fixed}
\end{equation}
a bias removed, for $\bar\omega>0$, by the parabola
\begin{equation}
E_p=E_b+\tfrac12\Big(m-\sqrt{m^2+4\sigma_b^2}\Big),\quad m=\frac{\sigma_a^2+\epsilon^2-\sigma_b^2}{\epsilon},\quad \epsilon=E_a-E_b .
\label{parab}
\end{equation}
If $\bar\omega$ differs between the states,
\begin{equation}
E_p-E_0\approx-\frac{\delta_a\delta_b(\bar\omega_b-\bar\omega_a)}{\bar\omega_a\delta_a-\bar\omega_b\delta_b}.
\label{parbias}
\end{equation}

The expansion in $t$ is $\psi\propto|0\rangle+t|\chi_0\rangle+t^2|\chi_1\rangle$. It gives $\delta=\frac{\mu_1}{\mu_2}\sigma^2+c\,\sigma^3+O(\sigma^4)$, with cubic coefficient $c=\frac{2(\nu_1\mu_2-\nu_2\mu_1)}{\mu_2^{5/2}}$ and $\nu_k=\mathrm{Re}\langle\chi_0|K^k|\chi_1\rangle$.

The model has levels $0,1,\dots,11$~eV, $\chi=\chi_0$ with amplitudes $a_n\propto1/n$, $\chi_1=|11\rangle$ and $\sqrt w=\sin\theta$.

\section{Large systems}

Take $N$ non-interacting copies, $H=\sum_iH_i$, in the product state $\Psi=\psi\otimes\cdots\otimes\psi$, and let $d$, $\sigma_1^2$, $w$, $\bar\omega$ refer to one copy and its nondegenerate ground state. Then $\delta_N=Nd$. In $\langle(\sum_i(H_i-E))^2\rangle$ each cross term factorizes into $\langle H_i-E\rangle\langle H_j-E\rangle=0$, so $\sigma_N^2=N\sigma_1^2$. The squared overlap with the ground state is $(1-w)^N$. Hence $R_N=R_1$, and Eq.~(\ref{exact}) applied to $\Psi$ gives
\begin{equation}
\bar\omega_N=R_N+Nd=\bar\omega+(N-1)d .
\end{equation}
For three copies of the model at $\theta=0.4$ the squared overlap is $0.6106$, the ratio is $3.3486$~eV as for one copy, and $\bar\omega_3=3.6425+2\times0.29393=4.2304$~eV agrees with the moments computed in the product space.

For product families with a fixed $\chi$ in each copy the condition for linearity is $d\ll\bar\omega$ per copy; the total overlap may be small. In Eq.~(\ref{chord}) $g$ is unchanged when all energies and variances are multiplied by $N$, so the chord error is $N$ times Eq.~(\ref{fixed}). The parabola behaves differently. Even for a fixed $\chi$ in each copy, $\bar\omega_{N,b}-\bar\omega_{N,a}=-(N-1)(d_a-d_b)$, and the denominator of Eq.~(\ref{parbias}) is $N(d_a-d_b)[\bar\omega+(N-1)(d_a+d_b)]$, so
\begin{equation}
E_p-E_0\approx+\frac{N(N-1)\,d_ad_b}{\bar\omega+(N-1)(d_a+d_b)} .
\end{equation}
This overshoot grows as $N(N-1)$ while $(N-1)(d_a+d_b)\ll\bar\omega$, so Eq.~(\ref{parab}) is not size-extensive.

\section{Selected CI}

Let $\psi$ be the lowest eigenvector of $H_{VV}$, the block of $H$ on a set $V$ of determinants, with eigenvalue $E$, and let $X$ be the remaining determinants. The residual $r=(H-E)\psi$ vanishes on $V$ by the eigenvalue equation, and on $a\in X$ it is $r_a=\langle a|H|\psi\rangle$ because $\langle a|\psi\rangle=0$. So
\begin{equation}
\sigma^2=\|r\|^2=\sum_{a\in X}|r_a|^2,\qquad E_{\rm PT2}=\sum_{a\in X}\frac{|r_a|^2}{E-H_{aa}},
\end{equation}
the second sum being the Epstein--Nesbet correction, built from the same $r_a$. If all $H_{aa}>E$, then $D=\sigma^2/|E_{\rm PT2}|$ is the harmonic mean of the denominators with weights $|r_a|^2/\sigma^2$, and
\begin{equation}
E+E_{\rm PT2}-E_0=\delta-\frac{\sigma^2}{D}=\delta\Big(1-\frac{R}{D}\Big).
\label{pt2}
\end{equation}
$D$ approaches $R$ at weak coupling. Eliminating the $X$ components from the full eigenvalue equation shows that $E_0$ is an eigenvalue of $H_{VV}-H_{VX}(H_{XX}-E_0)^{-1}H_{XV}$. If all off-diagonal elements scale as $\lambda$ and the gaps above the lowest diagonal element stay finite, the second term is $O(\lambda^2)$, and first-order perturbation theory in it gives $\delta=r^\dagger(H_{XX}-E_0)^{-1}r+O(\lambda^2\|r\|^2)$. Replacing $H_{XX}$ by its diagonal changes this by a relative $O(\lambda)$, and $E_0$ by $E$ by a relative $O(\lambda^2)$. Thus $R/D=|E_{\rm PT2}|/\delta=1+O(\lambda)$. That the ratio is close to one was tested on a weakly coupled 12-level matrix.

Three points matter in an implementation. The variance should be formed as $\|r\|^2$: in the example $E^2\approx1.4\times10^4$~eV$^2$ against $\sigma^2\approx1$~eV$^2$, so $\langle H^2\rangle-E^2$ loses four digits. If the eigenvector is not converged, $r$ has components on $V$, and these belong in $\|r\|^2$. Errors in $E_b$ and $E_a$ enter $E_x$ with factors $1+g$ and $-g$, which diverge as $\sigma_a^2\to\sigma_b^2$.

\section{Linear H$_8$}

The chain has four electrons of each spin in eight restricted Hartree--Fock orbitals, 4900 determinants, of which 2468 are gerade. The reference is the lowest eigenvalue of that block, $E_0=-117.21499$~eV ($-4.307572$ hartree), tested against a separate full-CI solver; it leaves out basis-set incompleteness, nuclear motion and relativity. The basis effect is large: the CCSD(T) energy, within $0.001$~eV of $E_0$ in STO-3G, is $3.3$~eV lower in 6-31G and $5.0$~eV lower in cc-pVDZ, and $\sigma^2/\delta$ of the Hartree--Fock determinant goes from $33.5$ to $41.9$ and $57$~eV. The values of $R$ and $\bar\omega$ below belong to the STO-3G basis. Starting from the Hartree--Fock determinant, all $a$ with $|r_a/(E-H_{aa})|>\varepsilon$ are added and the diagonalization is repeated until none is left; $\varepsilon$ is then halved, from $0.02$ to $0.000625$, giving six nested spaces. The full-CI vector plays no part in the selection and serves to evaluate $w$, $\mu_1$ and $\bar\omega$ afterwards. Equation~(\ref{exact}), the inequalities, the vanishing internal residual and Eq.~(\ref{bias}) were tested on this sequence; the values for the six points are in the numerical output.

For point 6, $w\mu_1=1.333\times10^{-4}\times81.44=0.01086$~eV and $R=89.95-0.01=89.94$~eV. The gap between $\bar\omega$ and $\mu_1$ implies $v_\chi=81.44\times(89.95-81.44)\approx690$~eV$^2$, a spread of about 26~eV in the error state. Temple's bound with the lowest excited gerade level is $0.125$~eV, a factor $89.94/7.78=11.6$ above $\delta$. That level is a triplet, on which the selected state, being symmetric under exchange of the two spins, has no weight. This symmetry admits only even total spin, and the lowest excited gerade level of that kind is a singlet at $8.52$~eV; the lowest quintet lies at $15.53$~eV. The singlet level may therefore be used instead and lowers the factor to $10.6$.

The chord through points 5 and 6 has $g=0.97621/(3.44952-0.97621)=0.3947$, so
\begin{equation}
E_x=-117.20414-0.3947\times0.03288=-117.21712\ \mathrm{eV},
\end{equation}
or $-4.307650$ hartree, which is $0.00212$~eV below $E_0$. Equation~(\ref{bias}) gives $-0.04374\times0.01085\times(89.94-78.87)/2.47331=-0.00212$~eV. For all consecutive pairs:
\begin{center}
\begin{tabular}{ccccc}
pair & $k$ & $\eta$ & $E_x-E_0$ (eV) & ratio to $\delta_b$\\
1,2 & 2.28 & 0.118 & $-0.0898$ & $-0.23$\\
2,3 & 2.18 & 0.175 & $-0.0678$ & $-0.38$\\
3,4 & 1.69 & 0.073 & $-0.0212$ & $-0.20$\\
4,5 & 2.42 & 0.093 & $-0.0074$ & $-0.17$\\
5,6 & 4.03 & 0.140 & $-0.0021$ & $-0.20$
\end{tabular}
\end{center}
The curvature $\delta/\bar\omega$ of Eq.~(\ref{series}) is below 2\% at every point, yet the data are not on a line: $\bar\omega$ rises from $52.10$ to $89.95$~eV without levelling off within the six points. Over these points the drift $\eta$ per step does not shrink, so by Eq.~(\ref{rel}) the chord error stays a fraction, 0.17 to 0.38, of the error of the better state. For these five pairs extrapolation reduces the error by a factor of 2.6 to 6 and shows no higher order of convergence; the expansion in $t$, which has $\eta\to0$, does not describe these six points. The pattern changes as the finite block is exhausted: four more halvings of $\varepsilon$ (1374, 1778, 2030 and 2226 determinants) give $\bar\omega=99.6$, $109.8$, $118.0$ and $113.5$~eV, $\eta=0.107$, $0.102$, $0.075$ and $-0.039$, and chord errors of $-0.145$, $-0.129$, $-0.095$ and $+0.045$ times $\delta_b$. The rise does not require the denominator $E-H_{aa}$ in the selection rule: adding determinants by $|r_a|$ alone, up to the same six sizes, also raises $\bar\omega$, from about $43$--$47$ to about $78$--$80$~eV, depending on how many are added between diagonalizations. With either rule the determinants added later have a higher mean $H_{aa}$, which is consistent with an error state of rising energy.

The other estimators follow from the same drift. The parabola gives $-0.0800$~eV for pair 1,2, where Eq.~(\ref{parbias}) yields $-0.88652\times0.38874\times5.53/23.78=-0.0801$~eV, and $-0.00212$~eV for pair 5,6, unchanged from the chord because $\delta_a-\delta_b=0.03$~eV is negligible beside $\bar\omega_b-\bar\omega_a=11.03$~eV. The fit through points 4 to 6 gives $-117.21909$~eV ($-4.307722$ hartree), an error of $-0.00410$~eV, about twice that of the last chord. The chord 4,6 errs by $-0.10567\times0.01085\times17.76/6.6508=-0.00306$~eV, and the weights of pairs 4,5; 5,6; 4,6 are $17.45$, $6.12$, $44.23$~eV$^4$, so the average is $-(0.1293+0.0130+0.1353)/67.80=-0.0041$~eV. Its inverse slope, $69.85$~eV, lies below the ratios $72.18$, $78.87$ and $89.94$~eV of the three states, in the direction of Eq.~(\ref{inv}).

The perturbative estimate errs on the other side. $D$ exceeds $R$ by 21\% at point 1 and by 12\% at point 6, and Eq.~(\ref{pt2}) gives $0.01085-0.00965=+0.00120$~eV at point 6, smaller in magnitude than the chord error. In this sequence $E_x<E_0<E+E_{\rm PT2}$ at every step among the six points (the chord through 2030 and 2226 determinants lies above $E_0$); neither inequality is a theorem, since they need $R_b>R_a$ and $D>R$. The derivation of Eq.~(\ref{bias}) used only the proportionality of the abscissa to $\delta$, so it applies with $|E_{\rm PT2}|=(R/D)\,\delta$ in place of $\sigma^2$. The factor $R/D$ goes from $0.855$ to $0.889$ between points 5 and 6, a drift of 4\% against 14\% for $R$. That chord has $g=0.00965/(0.03740-0.00965)=0.348$ and an error of $0.01085-0.348\times0.03289=-0.0006$~eV.

When $E_0$ is unknown, $R$ is unknown, but the movement of successive chord intercepts is not. From pair 4,5 to pair 5,6 the intercept rises by $0.0053$~eV, 2.5 times the remaining error. From pair 1,2 to pair 2,3 it rises by $0.0220$~eV while $0.0678$~eV remains. The change between intercepts signals drift and is not a bound on the error.

\section*{Table of computed values}
\begin{verbatim}
MODEL: levels 0..11 eV, chi0 amplitudes ~ 1/n, chi1 = |11>
mu1 = 1.9383 eV, mu2 = 7.0602 eV^2, omega = 3.6425 eV
slope at theta=0.001: 0.27453 1/eV; 1/omega = 0.27453 1/eV; 1/mu1 = 0.51593 1/eV
target level 5, chi=(|2>+|6>)/sqrt2: slope = -0.20000 1/eV
theta=0.4: dE = 0.29393 eV, var = 0.98426 eV^2
theta=0.2: dE = 0.07650 eV, var = 0.27281 eV^2
chord error, fixed chi = -0.00687 eV
nu1 = 0.8011 eV, nu2 = 8.8126 eV^2
cubic coefficient: formula -0.17252 1/eV^2, numerical -0.17253 1/eV^2
3 copies, theta=0.4: overlap^2 = 0.6106, omega_3 = 4.2304 eV
var/dE: one copy 3.3486 eV, three copies 3.3486 eV
H8 chain: spacing 1.00 angstrom, STO-3G, 4900 determinants, gerade block 2468
E_RHF = -113.59039 eV
E0 (full CI) = -117.21499 eV = -4.307572 hartree
E1 - E0 in block = 7.7926 eV
pt1: eps=0.02, 50 dets, E=-116.32848 eV, var=45.40105 eV^2, dE=0.88652 eV
  w=1.993e-02, mu1=44.47 eV, omega=52.10 eV, var/dE=51.21 eV
  E_PT2=-0.73180 eV, D=62.04 eV, Temple bound=6.57405 eV
pt2: eps=0.01, 97 dets, E=-116.82625 eV, var=22.25222 eV^2, dE=0.38874 eV
  w=8.214e-03, mu1=47.33 eV, omega=57.63 eV, var/dE=57.24 eV
  E_PT2=-0.32072 eV, D=69.38 eV, Temple bound=3.00548 eV
pt3: eps=0.005, 160 dets, E=-117.03662 eV, var=11.99744 eV^2, dE=0.17837 eV
  w=3.281e-03, mu1=54.36 eV, omega=67.44 eV, var/dE=67.26 eV
  E_PT2=-0.14953 eV, D=80.23 eV, Temple bound=1.57566 eV
pt4: eps=0.0025, 251 dets, E=-117.10932 eV, var=7.62701 eV^2, dE=0.10567 eV
  w=1.736e-03, mu1=60.86 eV, omega=72.28 eV, var/dE=72.18 eV
  E_PT2=-0.08820 eV, D=86.48 eV, Temple bound=0.99220 eV
pt5: eps=0.00125, 517 dets, E=-117.17126 eV, var=3.44952 eV^2, dE=0.04374 eV
  w=6.322e-04, mu1=69.18 eV, omega=78.92 eV, var/dE=78.87 eV
  E_PT2=-0.03740 eV, D=92.23 eV, Temple bound=0.44516 eV
pt6: eps=0.000625, 960 dets, E=-117.20414 eV, var=0.97621 eV^2, dE=0.01085 eV
  w=1.333e-04, mu1=81.44 eV, omega=89.95 eV, var/dE=89.94 eV
  E_PT2=-0.00965 eV, D=101.16 eV, Temple bound=0.12545 eV
pts 1,2: chord error=-0.08975 eV, parabola error=-0.08001 eV
pts 2,3: chord error=-0.06775 eV, parabola error=-0.06547 eV
pts 3,4: chord error=-0.02120 eV, parabola error=-0.02078 eV
pts 4,5: chord error=-0.00741 eV, parabola error=-0.00732 eV
pts 5,6: chord error=-0.00212 eV, parabola error=-0.00212 eV
chord pts 5,6: E_x = -117.21712 eV = -4.307650 hartree
linear fit pts 4-6: slope = 0.01432 1/eV, 1/slope = 69.85 eV
linear fit pts 4-6: E_x = -117.21909 eV = -4.307722 hartree, error = -0.00410 eV
|chord error| / dE of pt6 = 0.196
\end{verbatim}
